# Island density on a surface with mobile dimers and immobile trimers

When metal atoms are deposited slowly on a flat crystal face, they wander until they meet each other or an existing island. The number of islands that results sets the lateral scale of the first layer before the islands merge. The simplest account takes a pair of atoms to be an immobile island from the moment it forms. On some close-packed metal faces, however, a pair can be stable against break-up and still move as a unit. It may then run into an existing island and vanish before it has grown. The question is how this loss changes the dependence of the island density on the deposition rate and on the two mobilities.

Let $n_1$ be the density of single adatoms, $n_2$ that of dimers and $N$ that of all clusters of three or more atoms, each counted per lattice site. Atoms arrive at a flux $F$, in monolayers per second, and the deposited coverage is $\theta=Ft$. The diffusion coefficients $D_1$ and $D_2$ are in site areas per second, and $\delta=D_2/D_1$. Dimers do not dissociate, clusters from the trimer upwards do not move, and nothing evaporates; this last condition is called complete condensation. The coverage is low enough that islands do not merge and that few atoms land on top of them.

In a mean-field description, two different species $i$ and $j$ meet at a rate $\sigma_{ij}(D_i+D_j)n_in_j$, because their relative motion has diffusion coefficient $D_i+D_j$. The dimensionless capture number $\sigma_{ij}$ describes how effectively diffusion brings them together. For identical partners each pair must be counted once, so the rate is $\tfrac12\sigma_{11}(2D_1)n_1^2=\sigma_{11}D_1n_1^2$. Writing $\sigma_1$ and $\sigma_2$ for the capture numbers of islands for adatoms and dimers, we have

$$
\begin{aligned}
\frac{dn_1}{dt}&=F-2\sigma_{11}D_1n_1^2-\sigma_{12}(D_1+D_2)n_1n_2-\sigma_1D_1n_1N,\\
\frac{dn_2}{dt}&=\sigma_{11}D_1n_1^2-\sigma_{12}(D_1+D_2)n_1n_2-2\sigma_{22}D_2n_2^2-\sigma_2D_2n_2N,\\
\frac{dN}{dt}&=\sigma_{12}(D_1+D_2)n_1n_2+\sigma_{22}D_2n_2^2 .
\end{aligned}
$$

The factors of two appear where an encounter consumes two members of the same species. A new island is a trimer, made from an adatom and a dimer, or a tetramer, made from two dimers. If $M$ is the number of atoms per site held in islands, these events and the captures give

$$
\frac{dM}{dt}=3\sigma_{12}(D_1+D_2)n_1n_2+4\sigma_{22}D_2n_2^2+\sigma_1D_1n_1N+2\sigma_2D_2n_2N .
$$

Adding $dn_1/dt+2\,dn_2/dt+dM/dt$ cancels every term except $F$, so $n_1+2n_2+M=\theta$ and no atoms are lost.

After a short initial transient there are enough islands to take up most arriving atoms. The adatom density then follows the slowly changing $N$, and its time derivative is negligible beside $F$. Arrival balances capture by islands:

$$
n_1=\frac{F}{\sigma_1D_1N}.
$$

The size of the dropped terms can be bounded. In a steady dimer population, adatoms cannot destroy dimers faster than dimers form, so $\sigma_{12}(D_1+D_2)n_1n_2\le\sigma_{11}D_1n_1^2$. The two dropped losses therefore add up to at most $3\sigma_{11}D_1n_1^2$. Relative to capture by islands this is at most $3\sigma_{11}n_1/(\sigma_1N)$, which is small when adatoms are much rarer than islands.

Dimers also reach a balance between formation and loss. The same inequality shows that $n_2$ is at most of order $n_1$, so dimer-dimer encounters are less frequent than dimer-island encounters by a factor of order $n_1/N$, and they can be dropped. What remains is

$$
\sigma_{11}D_1n_1^2=\sigma_2D_2n_2N+\sigma_{12}(D_1+D_2)n_1n_2 .
$$

Let $\varepsilon$ be the ratio of the second loss to the first. With the result for $n_1$,

$$
\varepsilon=\frac{\sigma_{12}(D_1+D_2)n_1}{\sigma_2D_2N}=\frac{c}{N^2},\qquad
c=\frac{\sigma_{12}(1+\delta)F}{\sigma_1\sigma_2D_2}.
$$

The dimer density follows as

$$
n_2=\frac{\sigma_{11}D_1n_1^2}{\sigma_2D_2N(1+\varepsilon)}
=\frac{\sigma_{11}F^2}{\sigma_1^2\sigma_2D_1D_2N^3(1+\varepsilon)} .
$$

A dimer has two possible fates. An adatom hits it first with probability $\varepsilon/(1+\varepsilon)$, and it becomes a new island. Otherwise it reaches an existing island and adds nothing to $N$.

Nucleation by two dimers, relative to nucleation by an adatom and a dimer, is

$$
\frac{\sigma_{22}D_2n_2^2}{\sigma_{12}(D_1+D_2)n_1n_2}
=\frac{\sigma_{22}}{\sigma_{12}}\frac{\delta}{1+\delta}\frac{n_2}{n_1}
=\frac{\sigma_{22}\sigma_{11}}{\sigma_{12}\sigma_2}\,\frac{1}{(1+\delta)(1+\varepsilon)}\,\frac{n_1}{N},
$$

where $n_2/n_1=\sigma_{11}n_1/[\sigma_2\delta N(1+\varepsilon)]$ was used. It too is of order $n_1/N$ and is dropped. Inserting $n_1$ and $n_2$ into the remaining nucleation rate gives

$$
\frac{dN}{dt}=\sigma_{12}(1+\delta)D_1\,\frac{F}{\sigma_1D_1N}\,
\frac{\sigma_{11}F^2}{\sigma_1^2\sigma_2D_1D_2N^3(1+\varepsilon)}
=\frac{\eta(1+\delta)F^3}{D_1D_2N^4(1+\varepsilon)},
\qquad \eta=\frac{\sigma_{11}\sigma_{12}}{\sigma_1^3\sigma_2}.
$$

Since $d\theta=F\,dt$, one power of $F$ cancels:

$$
N^4\left(1+\frac{c}{N^2}\right)\frac{dN}{d\theta}=A,\qquad
A=\frac{\eta(1+\delta)F^2}{D_1D_2}.
$$

For constant capture numbers, integration from a bare surface yields

$$
\frac{N^5}{5}+\frac{cN^3}{3}=A\theta. \tag{1}
$$

Carrying the lower limit back to $\theta=0$ ignores the transient, which is a good approximation when the transient occupies a small part of the deposited coverage.

If dimers usually reach islands before being hit, $\varepsilon\ll1$, and the first term of equation (1) dominates:

$$
N=\left[5\eta(1+\delta)\theta\,\frac{F^2}{D_1D_2}\right]^{1/5}. \tag{2}
$$

For $\delta\ll1$ and fixed coverage this is $N\propto[F^2/(D_1D_2)]^{1/5}$. The fifth power can be traced through the chain. The adatom density falls as $1/N$. The dimer density contains $n_1^2$ and a further $1/N$ from capture by islands, so it falls as $1/N^3$. Their product makes the nucleation rate fall as $1/N^4$, and integration over coverage adds one power.

It is not enough for dimers to be slower than adatoms. Putting equation (2) into $\varepsilon=c/N^2$ for $\delta\ll1$, and leaving out capture numbers and coverage, gives

$$
\varepsilon\sim\frac{F}{D_2}\left(\frac{D_1D_2}{F^2}\right)^{2/5}
=\left[\frac{(F/D_1)^{1/3}}{\delta}\right]^{3/5}.
$$

The one-fifth law therefore needs the window

$$
\left(\frac{F}{D_1}\right)^{1/3}\ll\frac{D_2}{D_1}\ll1 .
$$

Below the window, $\varepsilon\gg1$ and nearly every dimer becomes an island. The second term of equation (1) then dominates, and

$$
N^3=\frac{3A\theta}{c}=\frac{3\sigma_{11}}{\sigma_1^2}\,\frac{F}{D_1}\,\theta .
$$

The dimer mobility has dropped out, which leaves the one-third law of immobile dimers. Above the window, $D_2\gg D_1$, the factor $1+\delta$ becomes $D_2/D_1$, and equation (2) turns into $N\propto(F/D_1)^{2/5}$. Here $D_2$ cancels because faster dimers are rarer in the same proportion as they meet adatoms more often. At $D_2=D_1$ the factor $1+\delta$ raises $N$ by a factor of $2^{1/5}$, or 15 percent, relative to the expression without it.

Between the limits, the apparent exponents follow by differentiating equation (1) at fixed $\theta$ and dividing by $N^5$:

$$
(1+\varepsilon)\,d\ln N+\frac{\varepsilon}{3}\,d\ln c
=\left(\frac15+\frac{\varepsilon}{3}\right)d\ln A ,
$$

where $A\theta/N^5=\tfrac15+\tfrac{\varepsilon}{3}$ was used on the right. For $\delta\ll1$, $A\propto F^2/(D_1D_2)$ and $c\propto F/D_2$, so

$$
\frac{\partial\ln N}{\partial\ln F}=\frac{\frac25+\frac{\varepsilon}{3}}{1+\varepsilon},\qquad
\frac{\partial\ln N}{\partial\ln D_1}=-\frac{\frac15+\frac{\varepsilon}{3}}{1+\varepsilon},\qquad
\frac{\partial\ln N}{\partial\ln D_2}=-\frac{\frac15}{1+\varepsilon}. \tag{3}
$$

The flux exponent moves from $2/5$ to $1/3$ as $\varepsilon$ grows, while the dependence on $D_2$ fades.

Capture numbers are not really constant, and this is why the law is stated at fixed coverage. Around a circular island of radius $R$, let the local adatom density $n(r)$ be fed by the flux and drained by the other islands, treated as a uniform sink. In the steady state,

$$
\nabla^2n=\kappa^2(n-n_\infty),\qquad \kappa^2=\sigma_1N,\qquad n_\infty=\frac{F}{\sigma_1D_1N}.
$$

An absorbing edge requires $n(R)=0$, and the solution that tends to $n_\infty$ far away is $n=n_\infty[1-K_0(\kappa r)/K_0(\kappa R)]$, with $K_0$ and $K_1$ modified Bessel functions. Because $K_0'=-K_1$, the inflow is

$$
2\pi RD_1n'(R)=2\pi D_1n_\infty X\frac{K_1(X)}{K_0(X)},\qquad X=\kappa R .
$$

Setting this equal to $\sigma_1D_1n_\infty$ gives $\sigma_1=2\pi XK_1(X)/K_0(X)$. Nearly all atoms sit in islands one layer high, so $\pi R^2N=\theta$ with lengths measured in units of the square root of a site area. Hence

$$
X^2=\sigma_1NR^2=\frac{\sigma_1\theta}{\pi}.
$$

The island density has cancelled, and $\sigma_1$ depends on coverage alone. The same form holds for dimers inside the window if their formation is taken as uniform between islands. If $\sigma_{11}$ and $\sigma_{12}$ are still held constant, $\eta$ is a function of coverage, and integration for $\varepsilon\ll1$ gives

$$
N^5=5(1+\delta)\frac{F^2}{D_1D_2}\int_0^\theta\eta(\theta')\,d\theta' .
$$

The exponents of $F$, $D_1$ and $D_2$ survive at fixed coverage. Growth as $\theta^{1/5}$ does not, because $\eta$ falls as the islands spread.

For numbers, take parameters in the regime of platinum deposited on Pt(111) near room temperature. They are rough typical values: diffusion barriers of 0.26 eV for the adatom, 0.37 eV for the dimer and 0.52 eV for the trimer, a common prefactor of $10^{-3}$ cm$^2$/s, and $1.5\times10^{15}$ sites per cm$^2$. The temperature is 300 K, so $k_BT=0.02585$ eV. The flux is 0.01 monolayers per second and the coverage 0.05 monolayers. The capture numbers are round model values: 2 for encounters between small clusters and 4 for islands.

The adatom diffusion coefficient is $10^{-3}\exp(-0.26/0.02585)=4.29\times10^{-8}$ cm$^2$/s, and that of the dimer is $6.09\times10^{-10}$ cm$^2$/s. Multiplying by the site density and dividing by the flux gives $D_1/F=6.43\times10^9$ and $D_2/F=9.13\times10^7$. The mobility ratio is $\delta=0.0142$, against $(F/D_1)^{1/3}=5.4\times10^{-4}$, so the example lies in the window. With $\eta=2^2/4^4=0.0156$ and $F^2/(D_1D_2)=1.70\times10^{-18}$, equation (2) gives

$$
N=\left[5\times0.0156\times1.014\times0.05\times1.70\times10^{-18}\right]^{1/5}
=9.24\times10^{-5}\ \text{per site}.
$$

Equation (1) gives $8.77\times10^{-5}$. Numerical integration of the three full rate equations from a bare surface gives $8.72\times10^{-5}$. Relative to this last value, the one-fifth law is 6 percent high and equation (1) 0.6 percent high. The integrated density corresponds to $1.3\times10^{11}$ islands per cm$^2$, a mean spacing $N^{-1/2}$ of 28 nm and about 570 atoms per island.

At the end of deposition the integration gives $n_1=4.4\times10^{-7}$ and $n_2=6.7\times10^{-8}$ per site, so $n_1/N=0.005$, as the derivation requires. The competition parameter is less small, $\varepsilon=0.18$. About $0.18/1.18$, or 15 percent, of the dimers then being formed become new islands. Although $\delta$ exceeds the lower edge of the window by a factor of 26, $\varepsilon$ falls only as the $3/5$ power of that factor, so the approach to the limiting law is slow.

This shows in the exponents. Small changes of $F$, $D_1$ and $D_2$ in the full integration give 0.388, $-0.220$ and $-0.168$, while equation (3) gives 0.390, $-0.221$ and $-0.169$. At $D_1/F=10^{17}$, far above the example value, and $\delta=0.01$, the integrated exponents are 0.400, $-0.203$ and $-0.197$, close to the limiting values. With $D_1/F$ held at its example value, the integrated density is $1.42\times10^{-4}$ for $\delta=10^{-6}$, $1.40\times10^{-4}$ for $10^{-4}$, $9.2\times10^{-5}$ for $10^{-2}$ and $4.4\times10^{-5}$ for 1. Dimer motion hardly matters until the window is reached, and then it thins out the islands.

Temperature acts through both barriers. With a common prefactor, equation (2) for $\delta\ll1$ makes the slope of $\ln N$ against $1/k_BT$ equal to $(E_1+E_2)/5=0.126$ eV. The full integration at 295 and 305 K gives 0.120 eV, in agreement with the exponents just found: $0.220\times0.26+0.168\times0.37=0.119$ eV. The immobile-dimer law would have a slope $E_1/3=0.087$ eV. If that law were used to interpret the model's slope, it would return an adatom barrier of 0.36 eV instead of the 0.26 eV put in.

Within the uniform-sink picture, the assumption that moves the density most, among those sized here, is constant island capture. The screened formula gives $\sigma_1=3.8$ at the final coverage, close to the chosen 4, but smaller values earlier. Since $\eta$ varies as the inverse fourth power of island capture, more islands form early, and the full integration with this varying capture gives $1.18\times10^{-4}$ per site, 35 percent above the constant-capture result. This increase belongs to the uniform-sink picture and depends on how the islands are arranged. In the opposite limit of evenly spaced islands, each draining a circular cell of area $1/N$, the capture number is $4\pi/(-\ln\theta-\tfrac32+2\theta-\tfrac12\theta^2)$, or 7.9 at the final coverage. The density then comes out at $8.1\times10^{-5}$ per site with cell-averaged adatom and dimer densities and $8.5\times10^{-5}$ with their local profiles, 7 and 3 percent below the constant-capture result. Both the size and the sign of this correction therefore depend on the capture model. Small clusters retain a weak dependence on $N$. Giving them a radius of one site length in the same Bessel formula, with $\kappa^2=4N$, and solving equation (2) consistently yields a small-cluster capture number of 1.5 and an exponent of 0.210 for $F^2/(D_1D_2)$, in place of 0.200.

The following omissions are smaller for these numbers. A trimer is captured by an island, through its own diffusion, at 1.7 percent of the rate at which an adatom enlarges it. With an assumed dimer binding energy of 0.5 eV, dissociation proceeds at 0.3 percent of the rate of dimer capture by islands. Desorption is negligible for any barrier of several electronvolts. About 5 percent of the atoms arriving at the end land on islands. For randomly placed equal discs, the expected number of other centres within $2R$ is $4\pi R^2N=4\theta$; counting each pair once gives $2\theta=0.10$ overlaps per island. Merging could thus lower the density by roughly a tenth, and probably by less, since new islands tend to form away from old ones.

On a real Pt(111) surface the barriers themselves are a comparable uncertainty. An increase of 0.05 eV in the dimer barrier alone divides $D_2$ by $\exp(0.05/0.02585)=6.9$. Equation (1) then gives $1.16\times10^{-4}$ per site instead of $8.77\times10^{-5}$, about a third more. The calculated density should therefore be read only as an order of magnitude, $10^{11}$ per cm$^2$, on terraces much wider than 28 nm and free of defects that trap atoms. The model also leaves out spatial correlations between nucleation events and the actual shapes of islands.
